# Semiclassical Limit of Clebsch-Gordan Coefficients and Line Strengths: a numerical check

```python
"""Semiclassical limit of Clebsch-Gordan coefficients.
Result under test, for j -> infinity at fixed k, q, p and fixed theta:
  <j m; k q | j+p, m+q>  ->  d^k_{qp}(theta),  cos(theta) = m/(j+1/2),
with d^k_{qp}(theta) = <k q| exp(-i theta K_y) |k p>, Condon-Shortley phases,
and error of order 1/N, N = j+1/2.
Also tested: the squared matrix elements of Y_kq between rotor states tend to
the squared Fourier amplitudes of Y_kq along a tilted classical great circle.
j, m: large angular momentum and projection; k, q: small ones;
p: change of j; J = j+p and M = m+q: total angular momentum and projection.
"""
from functools import lru_cache
from math import comb
import numpy as np
from scipy.linalg import expm
from sympy import Rational
from sympy.physics.wigner import clebsch_gordan


def lower(j, m):
    """Factor in J_- |j m> = lower(j, m) |j m-1>; zero outside the range."""
    return np.sqrt(np.maximum(0.0, (j + m) * (j - m + 1)))


def projections(k):
    return -k + np.arange(int(round(2 * k)) + 1)


@lru_cache(maxsize=None)
def coupled(j, k, p, M):
    """Coefficients over q of |J M>, by lowering the top state |J J>.
    There is no state with |M| > J, so the coefficients are then zero."""
    J = j + p
    q = projections(k)
    c = np.zeros(len(q))
    if abs(M) > J + 0.25:
        return c
    first = int(round(p + k))
    c[first] = 1.0
    for i in range(first, len(q) - 1):
        m_next = j - (i - first) - 1
        c[i + 1] = -c[i] * lower(k, -q[i]) / lower(j, -m_next)
    c /= np.linalg.norm(c)
    current = J
    while current > M + 0.25:
        new = lower(j, current - q) * c
        new[:-1] += lower(k, q[1:]) * c[1:]
        c = new / lower(J, current)
        current -= 1
    return c


def cg(j, m, k, q, p):
    return coupled(float(j), float(k), float(p), float(m + q))[int(round(q + k))]


def raising(k):
    q = projections(k)
    return np.diag(lower(k, -q[:-1]), -1)


def wigner_d(k, theta):
    """Rows q, columns p, both ascending."""
    up = raising(k)
    return expm(-theta * (up - up.T) / 2)


def coefficient_table(j, m, k):
    qs = projections(k)
    return np.array([[cg(j, m, k, q, p) for p in qs] for q in qs])


# The ladder construction agrees with exact coefficients, signs included
for k2 in (1, 2, 3, 4):
    k = k2 / 2
    for m in (-9, 0, 5):
        for q in projections(k):
            for p in projections(k):
                exact = clebsch_gordan(12, Rational(k2, 2),
                                       12 + Rational(int(2 * p), 2), m,
                                       Rational(int(2 * q), 2),
                                       m + Rational(int(2 * q), 2))
                assert abs(float(exact) - cg(12, m, k, q, p)) < 1e-9

# Sign of the q = k coefficient for every M, and the closed form of d^k_{kp}
for k in (0.5, 1.0, 1.5, 2.0):
    for p in projections(k):
        sign = (-1) ** int(round(k - p))
        M = 12 + p
        while M >= k - 12 - 0.25:
            assert sign * cg(12, M - k, k, k, p) > 0
            M -= 1
        for angle in (0.3, 1.2, 2.7):
            n = int(round(k - p))
            closed = (sign * np.sqrt(comb(int(2 * k), n))
                      * np.cos(angle / 2) ** (k + p) * np.sin(angle / 2) ** n)
            numeric = wigner_d(k, angle)[-1, int(round(p + k))]
            assert abs(closed - numeric) < 1e-12

# Convergence at exactly constant cos(theta)
cases = [(12, 5), (37, 15), (112, 45), (337, 135)]
theta = np.arccos(45 / 112.5)
assert all(abs(m / (j + 0.5) - np.cos(theta)) < 1e-14 for j, m in cases)
errors = {}
for k in (0.5, 1.0, 1.5, 2.0, 3.0):
    d = wigner_d(k, theta)
    errors[k] = [np.abs(coefficient_table(j, m, k) - d).max() for j, m in cases]
    assert 2.5 < errors[k][2] / errors[k][3] < 3.5   # N grows by a factor 3


# Exact eigenvalue problem, and the bound |C-u| <= sqrt(2) eps
def exact_matrix(j, k, M):
    q = projections(k)
    N = j + 0.5
    m = M - q
    off = 0.5 * lower(k, -q[:-1]) * np.sqrt(1 - ((m[:-1] - 0.5) / N) ** 2)
    return (np.diag((k * (k + 1) + 2 * m * q) / (2 * N))
            + np.diag(off, -1) + np.diag(off, 1))


j, m = 112, 45
N = j + 0.5
bound_data = {}
for k in (0.5, 1.0, 1.5, 2.0, 3.0):
    qs = projections(k)
    up = raising(k)
    H = np.cos(theta) * np.diag(qs) + np.sin(theta) * (up + up.T) / 2
    d = wigner_d(k, theta)
    worst_eps, worst_distance = 0.0, 0.0
    for q0 in qs:
        A = exact_matrix(j, k, m + q0)
        for ip, p in enumerate(qs):
            C = coupled(float(j), float(k), float(p), float(m + q0))
            u = d[:, ip]
            assert np.allclose(A @ C, (p + p ** 2 / (2 * N)) * C, atol=1e-9)
            assert np.allclose(H @ u, p * u, atol=1e-12)
            eps = p ** 2 / (2 * N) + np.linalg.norm(A - H, 2)
            distance = np.linalg.norm(C - u)
            assert distance <= np.sqrt(2) * eps
            worst_eps = max(worst_eps, eps)
            worst_distance = max(worst_distance, distance)
    bound_data[k] = (worst_eps, worst_distance, np.abs(d[-1]).min())
eps1, dist1, umin1 = bound_data[1.0]
assert eps1 < np.sqrt(1 - eps1 ** 2) * umin1

# Sum over q at fixed m
for p in projections(2.0):
    total = sum(cg(j, m, 2.0, q, p) ** 2 for q in projections(2.0))
    assert abs(total - (2 * (j + p) + 1) / (2 * j + 1)) < 1e-9

# Loss of relative accuracy at the pole
pole_ratios = []
for jp in (50, 200):
    angle = np.arccos(jp / (jp + 0.5))
    pole_ratios.append(cg(jp, jp, 0.5, -0.5, 0.5) / wigner_d(0.5, angle)[0, 1])
assert np.allclose(pole_ratios, np.sqrt(2), rtol=1e-9)


# Rotor: direct integration of three spherical harmonics
def harmonic(l, m, x):
    """Y_lm at azimuth zero, x = cos(polar angle)."""
    a = abs(m)
    norm = (2 * a + 1) / (4 * np.pi)
    for i in range(1, a + 1):
        norm *= (2 * i - 1) / (2 * i)
    current = (-1) ** a * np.sqrt(norm) * np.maximum(0, 1 - x * x) ** (a / 2)
    previous = np.zeros_like(x)
    for n in range(a + 1, l + 1):
        f = np.sqrt((4 * n * n - 1) / (n * n - a * a))
        g = np.sqrt(((n - 1) ** 2 - a * a) / (4 * (n - 1) ** 2 - 1))
        previous, current = current, f * (x * current - g * previous)
    return current * ((-1) ** a if m < 0 else 1)


def rotor_elements(l, m, k, harmonics):
    x, w = np.polynomial.legendre.leggauss(l + k + 2)
    initial = harmonic(l, m, x)
    return np.array([[2 * np.pi * np.sum(w * harmonic(l + p, m + q, x)
                                         * harmonic(k, q, x) * initial)
                      for p in harmonics] for q in range(-k, k + 1)])


k_rotor, harmonics = 2, (-2, 0, 2)
psi = 2 * np.pi * np.arange(64) / 64
x_orbit = np.cos(theta) * np.cos(psi)
y_orbit = np.sin(psi)
z_orbit = -np.sin(theta) * np.cos(psi)
azimuth = np.arctan2(y_orbit, x_orbit)
classical = np.array([[np.mean(harmonic(k_rotor, q, z_orbit)
                               * np.exp(1j * (q * azimuth - p * psi)))
                       for p in harmonics] for q in range(-2, 3)])
d2 = wigner_d(2.0, theta)
d2_right = wigner_d(2.0, np.pi / 2)
for ip, p in enumerate(harmonics):
    equator = harmonic(2, p, np.array([0.0]))[0]
    assert np.allclose(classical[:, ip], d2[:, p + 2] * equator, atol=1e-12)
    assert abs(equator - np.sqrt(5 / (4 * np.pi)) * d2_right[2, p + 2]) < 1e-12

rotor_errors = []
for l, ml in cases[1:3]:
    quantum = rotor_elements(l, ml, k_rotor, harmonics)
    for ip, p in enumerate(harmonics):
        reduced = (np.sqrt((2 * l + 1) * 5 / (4 * np.pi * (2 * (l + p) + 1)))
                   * cg(l, 0, 2.0, 0, p))
        for q in range(-2, 3):
            assert abs(quantum[q + 2, ip]
                       - reduced * cg(l, ml, 2.0, q, p)) < 1e-9
    rotor_errors.append(np.abs(quantum - classical).max())
assert 2.5 < rotor_errors[0] / rotor_errors[1] < 3.5

# Numbers for the worked example (dimensionless unless a unit is shown)
print(f"cos(theta) = {np.cos(theta):.4f}, theta = {np.degrees(theta):.3f} degrees")
print("Largest |coefficient - d| over all q,p (dimensionless):")
for i, (jj, mm) in enumerate(cases):
    print(f"  j={jj} m={mm}: k=1 {errors[1.0][i]:.6f}, k=2 {errors[2.0][i]:.6f}")
print("k=1, j=112, m=45 (dimensionless): coefficient, d, their squares")
table = coefficient_table(112, 45, 1.0)
d1 = wigner_d(1.0, theta)
for iq in range(3):
    for ip in range(3):
        c, dv = table[iq, ip], d1[iq, ip]
        print(f"  q={iq-1:+d} p={ip-1:+d}: {c:+.5f} {dv:+.5f}"
              f"  {c*c:.5f} {dv*dv:.5f}")
without_half = np.abs(table - wigner_d(1.0, np.arccos(45 / 112))).max()
print(f"Largest k=1 error, j=112, using cos(theta)=m/j: {without_half:.6f}")
print(f"k=1, j=112: largest eps {eps1:.5f}, sqrt(2)*eps {np.sqrt(2)*eps1:.5f}")
print(f"  largest |C-u| {dist1:.5f}, smallest |u_k| {umin1:.5f}")
print(f"Pole ratio coefficient/d, j=50 and 200: "
      f"{pole_ratios[0]:.6f}, {pole_ratios[1]:.6f}")
print("Rotor l=112, m=45, k=2 (dimensionless): quantum, classical strength")
for ip, p in enumerate(harmonics):
    for q in range(-2, 3):
        print(f"  p={p:+d} q={q:+d}: {quantum[q+2, ip]**2:.6f}"
              f" {abs(classical[q+2, ip])**2:.6f}")
print(f"Largest rotor amplitude error: l=37 {rotor_errors[0]:.6f},"
      f" l=112 {rotor_errors[1]:.6f}")
print("verified")
```

Running it gives:

```
cos(theta) = 0.4000, theta = 66.422 degrees
Largest |coefficient - d| over all q,p (dimensionless):
  j=12 m=5: k=1 0.035425, k=2 0.065059
  j=37 m=15: k=1 0.011481, k=2 0.020983
  j=112 m=45: k=1 0.003794, k=2 0.006928
  j=337 m=135: k=1 0.001261, k=2 0.002302
k=1, j=112, m=45 (dimensionless): coefficient, d, their squares
  q=-1 p=-1: +0.69710 +0.70000  0.48595 0.49000
  q=-1 p=+0: +0.64944 +0.64807  0.42178 0.42000
  q=-1 p=+1: +0.30376 +0.30000  0.09227 0.09000
  q=+0 p=-1: -0.64608 -0.64807  0.41742 0.42000
  q=+0 p=+0: +0.40000 +0.40000  0.16000 0.16000
  q=+0 p=+1: +0.65006 +0.64807  0.42258 0.42000
  q=+1 p=-1: +0.29621 +0.30000  0.08774 0.09000
  q=+1 p=+0: -0.64670 -0.64807  0.41822 0.42000
  q=+1 p=+1: +0.70288 +0.70000  0.49404 0.49000
Largest k=1 error, j=112, using cos(theta)=m/j: 0.004655
k=1, j=112: largest eps 0.01523, sqrt(2)*eps 0.02154
  largest |C-u| 0.00993, smallest |u_k| 0.30000
Pole ratio coefficient/d, j=50 and 200: 1.414214, 1.414214
Rotor l=112, m=45, k=2 (dimensionless): quantum, classical strength
  p=-2 q=-2: 0.035276 0.035825
  p=-2 q=-1: 0.061390 0.061414
  p=-2 q=+0: 0.039210 0.039480
  p=-2 q=+1: 0.010892 0.011280
  p=-2 q=+2: 0.001110 0.001209
  p=+0 q=-2: 0.026765 0.026320
  p=+0 q=-1: 0.019696 0.020054
  p=+0 q=+0: 0.006725 0.006724
  p=+0 q=+1: 0.020418 0.020054
  p=+0 q=+2: 0.025874 0.026320
  p=+2 q=-2: 0.001310 0.001209
  p=+2 q=-1: 0.011665 0.011280
  p=+2 q=+0: 0.039745 0.039480
  p=+2 q=+1: 0.061442 0.061414
  p=+2 q=+2: 0.036368 0.035825
Largest rotor amplitude error: l=37 0.005681, l=112 0.001844
verified
```
